Choosing the stacking sequence in few-layer graphene calculations

A flake of graphene is known to be four layers thick, and its band structure is wanted. The thickness does not fix the structure. Each new layer can settle in either of two lateral positions on the one below, so a calculation needs a stacking sequence as well as a layer number. Entering every possible sequence repeats the same crystal many times, while entering only the two regular ones, ABAB and ABCA, leaves one out. This guide derives the shortest complete list and what it implies for the input.

**What the setting describes**

Take flat, equally spaced layers with a common lattice L, without twist or strain. Let a1 and a2 be lattice vectors of length a at 60° to each other, and define

τ = (a1 + a2)/3.

Since 3τ belongs to L, the points 0, τ and 2τ, repeated by L, form three sets of lateral positions. A layer whose hexagon centres lie on sτ + L, with s = 0, 1, 2, is called A, B or C. Its atoms occupy the other two sets, (s+1)τ + L and (s+2)τ + L. All arithmetic on s is modulo 3.

Adjacent layers must differ, which excludes AA contacts. Hence

s_(i+1) = s_i + d_i, with d_i = +1 or −1.

The first layer has three choices and each of the N−1 steps has two, giving 3·2^(N−1) sequences: 24 for four layers and 48 for five.

**From letters to h and c**

Label an interior layer hexagonal, h, if its two neighbours have the same letter, and cubic, c, if they do not. Adding the steps on either side of layer i gives

s_(i+1) − s_(i−1) = d_(i−1) + d_i.

Opposite steps add to 0, so the layer is h. Equal steps add to ±2, which is not 0 modulo 3, so the layer is c. A stack of N ≥ 3 layers thus has a word of N−2 labels. ABCB, for instance, has steps +, +, − and the word ch.

To see that the word keeps what matters, consider a planar isometry r → Rr + u that carries one stack into another without turning it over. Because every layer has the lattice L, R must preserve L. It is one of twelve operations, generated by a 60° rotation and the reflection that exchanges a1 and a2. The reflection leaves τ unchanged. The rotation sends a1 to a2 and a2 to a2 − a1, so

τ → (2a2 − a1)/3 = −τ + a2.

Up to a lattice vector, every R therefore sends τ to τ or −τ. The shift u must carry one allowed set of centres into another, so it equals tτ up to a lattice vector, with t an integer. The letters transform as

s → ±s + t.

These six maps are all the permutations of A, B and C. A permutation preserves whether two letters are equal, so it preserves every h and c.

Conversely, suppose two sequences have the same word. Once s_1 and d_1 are given, the word fixes every later step. There are 3 × 2 = 6 such sequences. Choosing the sign in the map to match d_1, and then t to match s_1, carries any one into any other. Without turning the stack over there are therefore 2^(N−2) different structures.

Turning it over reverses the order of the layers and hence the word. A rigid motion of a finite stack must preserve its normal direction, up to sign, so no other possibility remains. Two free-standing stacks are equivalent exactly when their words are equal or reversed.

Mirror images add nothing to the list. The vertical mirror that exchanges a1 and a2 fixes τ, and so maps every layer onto itself. Any motion that includes a reflection can be combined with this mirror to give a proper motion with the same final structure. None of these stacks is chiral.

**The complete list**

Let W = 2^(N−2) be the number of words and Q the number that read the same backwards. The other W − Q words form pairs, so the number of polytypes is

P(N) = Q + (W − Q)/2 = (W + Q)/2.

A palindrome is fixed by its first half, including the middle label if there is one. Thus Q = 2^ceil((N−2)/2), where ceil rounds up, and

P(N) = [2^(N−2) + 2^ceil((N−2)/2)]/2.

For four layers this is (4 + 2)/2 = 3, and for five it is (8 + 4)/2 = 6. For thick stacks palindromes become a small fraction of the words, and the ratio of P(N) to 2^(N−3) approaches 1.

The procedure is short:

1. Write all words of N−2 labels.
2. Keep the alphabetically smaller of each word and its reverse, and discard duplicates.
3. Start with AB, whose step is +1. For each label, repeat the previous step for c and reverse it for h.

For four layers hc is discarded in favour of ch. For five, hcc gives way to cch and hhc to chh. The results are

cc = ABCA, ch = ABCB, hh = ABAB

and

ccc = ABCAB, cch = ABCAC, chc = ABCBA,
chh = ABCBC, hch = ABACA, hhh = ABABA.

This classification was tested without using the words to sort the structures. For every stack of three to eight layers, the atoms were moved by the twelve planar operations, with and without turning over, and by all translations in thirds of lattice vectors. The resulting families numbered 2, 3, 6, 10, 20 and 36, and each coincided with one word and its reverse.

If both signs of every step were equally likely and independent, cc, ch and hh would have weights of 25%, 50% and 25%. The factor of two for ch counts its two words. These weights say nothing about energies or about the abundance of polytypes in real samples.

**Entering the structure**

All layers share L, so the primitive cell contains 2N atoms for every polytype. With lattice vectors at 60°, a site jτ has in-plane fractional coordinates (j/3, j/3). The atoms of ABCB are therefore at j = 1, 2 in the first layer, 2, 0 in the second, 0, 1 in the third and 2, 0 in the fourth.

Many inputs use vectors at 120° instead. With a2′ = a2 − a1,

τ = (a1 + a2)/3 = (2a1 + a2′)/3,

and the coordinates become (2j/3, j/3). Coordinates copied from one convention into the other describe a different structure.

The cell also needs vacuum along the normal. Without it the last layer touches the next copy of the first. Repeated ABCA then contains an AA contact. Repeated ABCB has no such contact, but its first and last layers acquire labels too, and it becomes a bulk crystal with alternating h and c layers.

Relaxing the atoms does not choose the polytype. A 120° rotation is two 60° rotations, so it sends τ to τ up to a lattice vector. Taken about any site jτ, it maps the whole stack onto itself. Every atom sits on such an axis, and its in-plane force vanishes if the electron density keeps this symmetry. Forces can change the layer spacings, but they cannot move the stack from one sequence to another. Zero force does not by itself show that the structure is stable. To compare polytypes, each must be entered and its total energy calculated.

**What the labels do to the bands**

The simplest useful model has a hopping −γ0 between neighbours in a layer and γ1 between atoms directly above one another in adjacent layers. Call the atoms at s_i+1 and s_i+2 α_i and β_i. If d_i = +1, the next layer has its α atom at s_i+2, so the vertical bond joins β_i to α_(i+1). If d_i = −1, the next β atom is at s_i+1, and the bond joins α_i to β_(i+1).

An interior layer has one vertical bond below and one above. For equal steps these end on different atoms; for opposite steps they end on the same atom. A c layer therefore cuts a vertical chain, and an h layer continues it.

At the K point the three in-plane hopping phases are 1, exp(2πi/3) and exp(−2πi/3). Their sum f vanishes and leaves only the vertical chains. A run of r consecutive h layers, where r may be zero, gives a chain of m = r + 2 atoms. Its amplitudes obey

E ψ_j = γ1(ψ_(j−1) + ψ_(j+1)), ψ_0 = ψ_(m+1) = 0.

Setting ψ_j = sin(jθ) gives E = 2γ1 cos θ, and the end condition requires θ = πp/(m+1). Hence

E_p = 2γ1 cos[πp/(m+1)], p = 1, …, m.

Atoms outside the chains have zero energy. Both cch and chc contain two chains of two atoms and one of three, so this model gives them identical energies at K. Within this model, a calculation at K alone cannot separate them.

Away from K, every hopping joins an α atom to a β atom. The Hamiltonian has zero diagonal blocks and an off-diagonal block

D = −γ0 f·1 + γ1 M,

whose singular values are the positive energies. Rows refer to α and columns to β. The only nonzero elements of M are M_(i+1,i) = 1 for d_i = +1 and M_(i,i+1) = 1 for d_i = −1. D is tridiagonal, and one of each pair of opposite off-diagonal elements is zero. Only the diagonal product survives in its determinant:

|det D| = (γ0|f|)^N.

The same argument gives det(λ·1 − M) = λ^N, so M is nilpotent. Write M = S J S⁻¹, with J in Jordan form. Then

D = S(−γ0 f·1 + γ1 J)S⁻¹.

Since S does not depend on momentum, it changes each singular value by no more than a fixed factor. In a block of size n, n−1 singular values tend to γ1 as f → 0, while their product with the last one is (γ0|f|)^n. The last one is therefore

σ ≈ (γ0|f|)^n / γ1^(n−1).

Near K, γ0|f| ≈ ħvq, where q is the distance from K and ħv = (√3/2)aγ0. Each block gives one pair of low bands with |E| ∝ q^n, and the exponents add up to N. The formula for σ describes the block itself; in the full stack S can change its prefactor, but not the exponent.

The block sizes follow from ranks: rank M^(p−1) − rank M^p is the number of blocks of size at least p. Let e_i be the unit vector of layer i. For chc, M acts as

e1 → e2 → e3 → 0, e5 → e4 → e3.

The ranks of M⁰, M¹, M² and M³ are 5, 3, 1 and 0. Their differences are 2, 2 and 1, so the blocks have sizes 3 and 2. For cch,

e1 → e2 → e3 → e4 → 0, e5 → e4.

The ranks are 5, 3, 2, 1 and 0, with differences 2, 1, 1 and 1, so the sizes are 4 and 1. The exponents separate the pair that the K energies could not.

**Tetralayer and pentalayer numbers**

Take rough graphite-like values: γ0 = 3.0 eV, γ1 = 0.40 eV, a = 0.246 nm and spacing 0.335 nm. The entries below are the exponents, the positive energies at K in eV, and the lowest conduction energy in meV at q = 0.3 nm⁻¹ in one fixed direction.

cc: 4; 0.400 three times; 15.8
ch: 3+1; 0.400, 0.566; 32.0
hh: 2+2; 0.247, 0.647; 51.5

ccc: 5; 0.400 four times; 7.45
cch: 4+1; 0.400 twice, 0.566; 15.6
chc: 3+2; 0.400 twice, 0.566; 25.4
chh: 3+2; 0.247, 0.400, 0.647; 31.8
hch: 3+1+1; 0.566 twice; 30.6
hhh: 2+2+1; 0.400, 0.693; 48.5

The value 0.566 eV is √2 × 0.40 eV, from a three-atom chain. While chc and chh share their exponents, their K energies differ. The two kinds of data together distinguish all six pentalayers.

The exponents were also measured from energies at q and 2q. With q = 0.0125 nm⁻¹ the largest departure from the predicted integer was 0.006; halving q reduced it to 0.002.

At 0.3 nm⁻¹ the leading power law is already only approximate. There γ0|f| = 0.190 eV, and for ABCA, where M is itself a single Jordan block, the formula gives

(0.190 eV)⁴/(0.40 eV)³ ≈ 20 meV,

against 15.8 meV from the full matrix. The determinant explains the difference: the product of all four positive energies is fixed, and the upper three have a product above γ1³ at this momentum. The linear cone causes much less error. It gives 191.7 meV for a single layer, about 1% above the lattice value of 189.7 meV in the direction used here.

To compare two polytypes, order their levels at the same q and take the largest difference between corresponding levels. The closest tetralayers, ch and hh, differ by 98 meV. The closest pentalayers, cch and chc, differ by 57 meV.

**How far to trust the simple bands**

The model omits skew hoppings between adjacent layers, hoppings to second layers and the energy offset of atoms with vertical neighbours. With rough values of 0.30 and 0.15 eV for the skew terms, −0.02 and 0.04 eV for the second-layer parameters (which enter the Hamiltonian halved), and 0.02 eV for the offset, pentalayer levels at q = 0.3 nm⁻¹ move by up to 41 meV over the twelve directions sampled (with the 0.30 eV term given the sign of the in-plane hopping and the 0.15 eV term the opposite sign; reversing the sign of the 0.30 eV term gives 34 meV). This is comparable with the lowest conduction energies above. Those energies show the trend with stacking in the minimal model; they are not predictions for a sample, and the power laws should not be extended to energies where the omitted terms dominate.

The distinction between polytypes survives in the direction used for the comparison. With all these terms included, the closest tetralayers differ by 113 meV and the closest pentalayers by 69 meV; in other directions the pentalayer figure falls to about 60 meV. These are the largest differences over all levels. The two levels nearest zero energy separate the stacks far less at this q, by 7 meV for the closest tetralayer pair and by under 1 meV for the closest pentalayer pair, so the higher bands or several momenta are needed to identify a polytype. At K, cch and chc now differ by 7 meV. The second-layer hoppings are needed for this splitting: the skew terms vanish at K with f, and the offset shifts every chain rigidly, by the same amount in both stacks.

**When a word and its reverse must both be run**

A substrate on one side, or a perpendicular field, makes the two faces different. Reversing the field is equivalent to turning the stack over. For a palindrome this restores the same word. The minimal-model spectrum is then unchanged, because it depends on |f| alone: the atoms and bonds form a tree, on which all hopping phases can be absorbed into the atomic orbitals.

For other words the result changes. A potential step of 20 meV per layer corresponds to 0.060 V/nm inside the stack. In the minimal model at q = 0.3 nm⁻¹, reversing it moves levels by up to 31 meV for ch, 52 meV for cch and 43 meV for chh. For a fixed field direction, or a fixed substrate that acts equally on all lateral positions, all 2^(N−2) words are needed: four for tetralayers and eight for pentalayers. A crystalline substrate aligned with the graphene and sharing its lattice can also distinguish A, B and C. Stacks with the same word may then differ, and up to 3·2^(N−1) letter sequences must be considered.

The hopping parameters used here are of ordinary size for graphitic layers, but a supported or gated device generally breaks the assumption of equivalent faces. The shifts just quoted size that effect for the chosen potential, but they are the largest over all levels. At q = 0.3 nm⁻¹ the two levels nearest zero energy move less, by about 12 meV for ch, 17 meV for cch and 20 meV for chh, which is below the thermal energy of 26 meV at 300 K. This depends on the momentum: at K itself the same two levels move by 20 meV for ch and chh and by 40 meV for cch, which is above the thermal energy. Charge redistribution, electron interactions and lattice relaxation are not included and need a self-consistent calculation. A flake may also contain regions of different stacking; each region can be assigned a word, but the boundary between them cannot, because its lateral positions lie between A, B and C.

The numerical output lists the main computed values for each polytype.

Values computed for the example and the checks

```
Counts: N, sequences, h/c words, palindromes, polytypes
  3    12    2   2    2
  4    24    4   2    3
  5    48    8   4    6
  6    96   16   4   10
  7   192   32   8   20
  8   384   64   8   36
Hoppings G0, G1: 3.00, 0.40 eV; a = 0.246 nm; spacing = 0.335 nm
Cone slope hbar*v: 0.6391 eV nm
Monolayer energy at q = 0.3 1/nm: lattice 189.65 meV, linear cone 191.74 meV
Polytype: word, letters, weight %, exponents J, positive K energies (eV), lowest conduction energy at q (meV)
  cc  ABCA  25.0  J=4  K: 0.400 0.400 0.400  E: 15.79
  ch  ABCB  50.0  J=3+1  K: 0.400 0.566  E: 32.02
  hh  ABAB  25.0  J=2+2  K: 0.247 0.647  E: 51.48
  ccc ABCAB 12.5  J=5  K: 0.400 0.400 0.400 0.400  E: 7.45
  cch ABCAC 25.0  J=4+1  K: 0.400 0.400 0.566  E: 15.60
  chc ABCBA 12.5  J=3+2  K: 0.400 0.400 0.566  E: 25.43
  chh ABCBC 25.0  J=3+2  K: 0.247 0.400 0.647  E: 31.75
  hch ABACA 12.5  J=3+1+1  K: 0.566 0.566  E: 30.58
  hhh ABABA 12.5  J=2+2+1  K: 0.400 0.693  E: 48.52
Largest exponent error: 0.0058 (window from 0.0125 1/nm), 0.0020 (half window)
N=4 closest spectra at q: ch/hh 98.0 meV; with small terms ch/hh 113.0 meV
N=5 closest spectra at q: cch/chc 56.8 meV; with small terms cch/chc 69.4 meV
cch/chc largest level difference: at K 0.000 meV, at q 56.8 meV, at K with small terms 7.1 meV
Neglected terms (eV): g3=0.3, g4=0.15, g2=-0.02, g5=0.04, delta=0.02
  largest pentalayer level shift at q, skew g3: 31.5 meV
  largest pentalayer level shift at q, skew g4: 16.4 meV
  largest pentalayer level shift at q, second-layer g2,g5: 21.3 meV
  largest pentalayer level shift at q, site offset: 19.7 meV
  largest pentalayer level shift at q, all together: 40.5 meV
Thermal energy at 300 K: 25.85 meV
Field test: 20 meV per layer = 0.060 V/nm inside the stack
  ch: largest level change on field reversal 30.7 meV
  cch: largest level change on field reversal 52.4 meV
  chh: largest level change on field reversal 43.1 meV
```
